Formal charges, dipole moment and electron transfer in ammonia-borane

**Question**

The Lewis structure of ammonia-borane, H₃N–BH₃, has a plus sign on nitrogen and a minus sign on boron. I first took this to mean that the amine hands one electron to the borane. Then I was told that this cannot be so, because the dipole moment is much smaller than that of charges +e and −e placed at the two nuclei. Is that argument sound? And if it is, may I divide the dipole by the B–N distance and call the result the number of electrons transferred?

**Answer**

The conclusion you were given is right, but the argument for it is weak. Formal charges do not measure a transfer of electrons. The dipole rules out one very literal reading of them, but it cannot tell you how many electrons have moved. For that you need the electron density and a stated rule for dividing it. Here is each piece in turn, with numbers for the isolated molecule.

**What the signs count**

The formal charge of an atom is

formal charge = valence electrons − lone-pair electrons − ½ (bonding electrons).

In free ammonia, nitrogen has one lone pair and three bonds, so its formal charge is 5 − 2 − 3 = 0. In the adduct the lone pair has become a fourth bond, and the result is 5 − 0 − 4 = +1. Boron goes from 3 − 0 − 3 = 0 to 3 − 0 − 4 = −1. Each hydrogen has 1 − 0 − 1 = 0 throughout.

Nothing in this calculation asks where the electrons are. The factor ½ assigns one electron of the B–N pair to each partner. Both electrons belonged to nitrogen before, so the rule books a transfer of one electron whatever the molecule does.

**When would the rule be literally true?**

A two-orbital model shows what equal sharing requires. Let D be the donor lone-pair orbital, with its energy taken as zero, and A the empty acceptor orbital, at energy Δ. Their coupling is −β with β > 0. I neglect their overlap and put both electrons in the lower orbital, ψ = c_D D + c_A A. The energy E and the coefficients obey

−β c_A = E c_D
−β c_D + Δ c_A = E c_A.

Eliminating the coefficients gives E(E − Δ) = β². With W = √(Δ² + 4β²), the lower root is

E = (Δ − W)/2.

The first equation then gives

c_A/c_D = −E/β = (W − Δ)/(2β).

Now square this and use 4β² = W² − Δ² = (W − Δ)(W + Δ):

c_A²/c_D² = (W − Δ)²/(4β²) = (W − Δ)/(W + Δ).

Normalization, c_D² + c_A² = 1, turns the ratio into c_A² = (W − Δ)/(2W). The two electrons together put 2c_A² electrons on the acceptor, so the transfer is

t = 2c_A² = 1 − Δ/√(Δ² + 4β²).

For Δ = 0 the pair is shared equally and t = 1, the formal-charge value. For Δ > 0, the case of a filled orbital lying below an empty one, t is less than one. If β is much smaller than Δ, expanding the root gives t ≈ 2β²/Δ², so a weak adduct transfers little. If β is much larger than Δ, t approaches one. A negative Δ would give t > 1, so one electron is not a universal ceiling even in this model.

As an illustration with round values, Δ = 0.40 hartree and β = 0.30 hartree give

t = 1 − 0.40/√(0.16 + 0.36) = 0.445.

These parameters were not fitted to ammonia-borane. They show that a strong coupling is compatible with a transfer well below one electron.

**What the dipole does rule out**

From here on I use atomic units: lengths in bohr, charges in e, dipoles in e bohr. Put boron at z = 0 and nitrogen at z = R, and count a dipole as positive when the amine end is positive. For nuclei of charge Z_k at z_k and an electron number density ρ,

μ = Σ Z_k z_k − ∫ z ρ dV.

The molecule is neutral, so moving the origin does not change μ.

If the formal charges were real point charges, and nothing else contributed, the dipole would be

μ_formal = (+1)R + (−1)·0 = R.

I optimized the staggered, threefold-symmetric molecule with Hartree–Fock theory in the 6-31G* basis, which gives R = 3.195 bohr (1.691 Å). The B–N stretch is soft, so the stopping threshold leaves R uncertain by a few thousandths of a bohr, too little to affect the argument. The point-charge dipole is therefore 3.195 e bohr, or 8.12 debye. At the same geometry, Hartree–Fock with the larger aug-cc-pVDZ basis gives

μ = 2.068 e bohr = 5.26 debye.

As a test of this value, the energy in a weak uniform field F along z is E(F) = E(0) − μF + …, so the slope at zero field gives the dipole independently of the formula above. It also comes out at 2.068 e bohr.

The ratio is 2.068/3.195 = 0.647. The dipole is about two thirds of the full-charge value, so "smaller" is right and "much smaller" is an overstatement. What this excludes is the picture of unit point charges on N and B with everything else neutral and unpolarized. It does not follow that 0.647 electron has been transferred.

**A dipole without any transfer**

To see why, place the two fragments side by side in the shapes they have in the adduct, but keep the density of each as it is when alone. Call the densities ρ_D for NH₃ and ρ_A for BH₃. Each fragment keeps all its own electrons, so the transfer is zero by construction. Write the true density as

ρ = ρ_D + ρ_A + Δρ.

The nuclear sum also splits into the two fragments, and therefore

μ = μ_D + μ_A + Δμ, with Δμ = −∫ z Δρ dV.

The minus sign is the charge of the electron. The frozen fragments give

μ_D + μ_A = 0.613 + 0.269 = 0.882 e bohr.

Ammonia has a dipole of its own. Free planar BH₃ has none, by symmetry, but in the adduct its B–H bonds are bent away from nitrogen, and the bent fragment does have one. Dividing the frozen dipole by R would report 0.882/3.195 = 0.276 electron transferred, in a system where none has been.

The limit of large separation makes the same point. As neutral closed-shell fragments are pulled apart, transfer and mutual polarization die away, yet ammonia keeps its dipole. At a large but finite R, the quotient μ/R is therefore still nonzero when t is already negligible.

**How many electrons cross a plane?**

The remaining part, Δμ = 1.187 e bohr, comes from the rearrangement on binding. Part of this can be examined without assigning electrons to atoms. Let λ(z) be Δρ integrated over the plane at height z, and define

q(z) = ∫ λ(z′) dz′, from −∞ to z.

This is the net number of electrons gained on the boron side of that plane, relative to the frozen fragments. Since dq/dz = λ, integration by parts gives

Δμ = −∫ z (dq/dz) dz = −[z q] + ∫ q dz = ∫ q dz.

The boundary term vanishes because Δρ decays rapidly and contains no net electrons, so q goes to zero at both ends. Numerical integration of q gives 1.187 e bohr, in agreement with the value obtained from the separate dipoles.

The largest q is 0.243 electron. So, for this density and this reference, no plane perpendicular to the B–N axis has anything near one electron of net transfer across it towards the boron side. This is much stronger evidence than the dipole alone.

The maximum lies at z = −0.3 bohr, slightly beyond boron as seen from nitrogen. A plane there cuts through the BH₃ group, so its count includes electrons pushed from one side of BH₃ to the other. At the midpoint of the B–N axis the count is 0.177 electron.

The numbers also show how far the rearrangement extends. Since q never exceeds 0.243, an area of 1.187 under the curve needs a region of positive q at least

1.187/0.243 ≈ 4.9 bohr

long. That is longer than R. The density change therefore cannot be confined to the space between the two nuclei. This alone does not prove that the fragments are polarized, because electrons entering a p orbital on boron also appear on its far side. Telling the two apart needs a further rule.

**Separating transfer from polarization**

To speak of electrons "on" NH₃ or BH₃, one must choose a division. One choice shares the density change at each point in proportion to the frozen densities:

w_D = ρ_D/(ρ_D + ρ_A), w_A = 1 − w_D.

The number of electrons lost by the amine is then

t = −∫ w_D Δρ dV.

Insert w_D + w_A = 1 into Δμ, and in the donor part write z = R + (z − R):

Δμ = −R ∫ w_D Δρ dV − ∫ w_D (z − R) Δρ dV − ∫ w_A z Δρ dV.

The first term is tR. Call the second p_D and the third p_A; they are the changes of dipole within the amine about N and within the borane about B. Altogether,

μ = μ_D + μ_A + tR + p_D + p_A.

The calculation gives t = 0.149 electron, and the contributions in e bohr are:

- frozen fragments: 0.882
- transfer, tR: 0.475
- polarization, p_D + p_A: 0.284 + 0.428 = 0.712

They add up to 2.069, which agrees with 2.068 within rounding. In this division the transfer term supplies less than a quarter of the dipole.

The equation also shows why the dipole cannot settle the matter. Even if R and the frozen dipoles are known, one measured μ leaves t and the total polarization undetermined. Setting t = 1 would require

p_D + p_A = 1.187 − 3.195 = −2.008 e bohr,

a large polarization opposing the transfer. The dipole alone does not forbid that. The computed density does, because with this division it gives +0.712 instead.

**A second way of counting**

Other divisions are equally legitimate, so here is one based on orbitals. Intrinsic atomic orbitals (IAOs) are a minimal set of atom-centred orbitals, adjusted so that they describe the occupied orbitals of the molecule. Made orthogonal, they let one add up the electrons on each atom. The resulting charges are:

- N: −0.461 e
- each H on N: +0.294 e
- B: −0.238 e
- each H on B: −0.061 e

Nitrogen, which carries the formal plus sign, comes out negative. The amine group as a whole is nevertheless positive:

−0.461 + 3(0.294) = +0.421 e.

The positive charge sits on the hydrogens. The borane group has −0.238 − 3(0.061) = −0.421 e, as neutrality requires. By this count the transfer is 0.421 electron.

One can also mix the occupied orbitals among themselves into localized pairs, which leaves the total density unchanged. The B–N pair then has 0.426 of its two electrons on the borane side. Equal sharing would put 1 there. The other pairs together change the net transfer by only 0.421 − 0.426 = −0.005 electron, so the net transfer in this division is essentially the unequal sharing of the B–N pair, as in the two-orbital model. Smaller shifts in opposite directions among the other pairs may cancel in that net figure. The third decimal also depends on the localization scheme: 0.426 comes from Pipek–Mezey localization, while Boys localization gives 0.430 and a remainder of −0.009.

These charges also show how a transfer of 0.421 can accompany a ratio μ/R of 0.647. Treated as point charges at the nuclei, they give a dipole of 2.047 e bohr. The part due to charge moved from one group to the other is

0.421 × 3.195 = 1.345 e bohr,

and the remaining 0.702 e bohr comes from the hydrogens lying at different heights from the N or B to which they are bound. Dividing the whole dipole by R counts this second part as transfer too. The point-charge dipole is close to the full one, but that does not make these charges unique: many sets of charges share the same dipole.

**Which number is the transfer?**

None of them has a privileged claim. The density weights give 0.149 electron and the IAOs give 0.421, nearly three times as much. The first divides a density change in space, relative to frozen fragments; the second assigns occupied orbitals to atoms. In the overlapping region between N and B these are different questions. A quoted transfer therefore needs its method beside it. What the two share here is that both lie well below one, and both lie below the 0.647 suggested by the dipole.

The reference matters as well. I used neutral, closed-shell NH₃ and BH₃, the natural partners for a lone pair entering an empty orbital. Starting from the radical ions NH₃⁺ and BH₃⁻ would give a different Δρ, and q(z) and the density-weighted t would change with it. Nor should you carry the numbers over to every adduct: with a stronger donor or acceptor, Δ and β differ, and the transfer may be larger.

**Stretching the bond**

The bond length offers another check on the point-charge picture. If fixed charges ±0.647 e sat on N and B, lengthening the bond would raise the dipole at a rate of 0.647 e. With formal charges the rate would be 1 e. I moved the two groups apart and together by 0.15 bohr with their internal shapes held fixed, using Hartree–Fock/6-31G*. The computed slope is

dμ/dR = −0.351 e.

The dipole falls as the bond gets longer. The size of the slope depends on the basis (aug-cc-pVDZ gives −0.32 e over the same range), but its sign is the same in both. The frozen-fragment dipoles do not depend on R in this comparison, so the change must come from the rest:

dμ/dR = t + R dt/dR + d(p_D + p_A)/dR.

With t positive, a negative total means that the transfer, the polarization or both must shrink as the groups separate. The slope alone does not say which, but it does rule out a dipole that comes only from fixed charges on N and B with the signs of the formal ones.

**How far can the computed dipole be trusted?**

Hartree–Fock treats each electron in the average field of the others. Adding correlation by second-order perturbation theory (MP2), at the same geometry and in the same large basis, changes the dipole by −0.015 e bohr to 2.054 e bohr, or 5.22 debye. Correlation also shortens the B–N distance, by between 0.04 and 0.05 bohr when the groups are kept rigid; with the slope above, that raises the dipole by about 0.016 e bohr. (The three-point estimate in the output, 0.039 bohr, is slightly too small because the stretch is anharmonic.) The basis matters more: the smaller 6-31G* basis gives 2.191 e bohr, which is 0.123 above the large-basis Hartree–Fock value. That difference shows the sensitivity to the basis, not the error that remains. Going up to aug-cc-pVTZ leaves the Hartree–Fock dipole at 2.068 e bohr, but other values move in the third decimal: the fragment dipoles and p_A by about 0.003, the midpoint count by 0.004, the IAO atomic charges by up to 0.007, and the two transfers to 0.148 and 0.419 electron. None of these changes comes near the gap of 1.1 e bohr between the computed dipole and the full-charge value. Vibration and higher correlation are left out.

For comparison with the real substance, the measured dipole of the gas-phase molecule is roughly 5 debye, so the computed value is of the right size. At room temperature, however, ammonia-borane is a solid, and there the assumption of an isolated molecule breaks down. In the crystal the B–N bond is shorter, roughly 1.6 Å. A shortening of 0.1 Å, or 0.19 bohr, would by itself raise the dipole by a few per cent. The slope above gives 0.351 × 0.19 ≈ 0.07 e bohr, but this overstates it, because that slope was found in the small basis and over a shorter range; shortening the bond directly in aug-cc-pVDZ, with rigid groups, gives about 0.05 e bohr, or 2.5 per cent. The electric field of the neighbouring molecules also changes the dipole of each molecule, and I have not estimated that effect. A dipole inferred for the solid should therefore not be compared directly with the isolated-molecule value.

So keep the plus and minus signs for counting electrons and checking the total charge. If you want to know how much charge has moved, ask for the density change and the rule used to divide it. The numerical output below gives the full set of values.

Numbers as computed

```
Two-level gap Delta: 0.40 hartree
Two-level coupling beta: 0.30 hartree
Two-level transfer: 0.445 electron
B-N distance R: 3.195 bohr
B-N distance R, converted: 1.691 angstrom
N-H distance: 1.898 bohr
B-H distance: 2.284 bohr
Full-charge dipole eR: 3.195 e bohr
Full-charge dipole eR, converted: 8.12 debye
Adduct dipole, HF: 2.068 e bohr
Adduct dipole, HF, converted: 5.26 debye
Adduct dipole from HF energy in field: 2.068 e bohr
Adduct dipole, MP2: 2.054 e bohr
Adduct dipole, MP2, converted: 5.22 debye
Naive transfer mu/(eR), HF: 0.647 electron
Naive transfer mu/(eR), MP2: 0.643 electron
Frozen NH3 dipole: 0.613 e bohr
Frozen BH3 dipole: 0.269 e bohr
Frozen-pair dipole: 0.882 e bohr
Dipole change on binding: 1.187 e bohr
Dipole change from planes: 1.187 e bohr
Total density change, grid error: 0.00001 electron
Largest plane transfer q: 0.243 electron
Position of largest q: -0.3 bohr
Midplane transfer q(R/2): 0.177 electron
Density-weight transfer t: 0.149 electron
Transfer part tR: 0.475 e bohr
NH3 polarization p_D: 0.284 e bohr
BH3 polarization p_A: 0.428 e bohr
Total polarization p_D+p_A: 0.712 e bohr
Polarization needed if t=1: -2.008 e bohr
IAO charge on N: -0.461 e
IAO mean charge on H of NH3: 0.294 e
IAO charge on B: -0.238 e
IAO mean charge on H of BH3: -0.061 e
IAO transfer from NH3: 0.421 electron
B-N pair electrons on BH3: 0.426 electron
Dipole of IAO point charges: 2.047 e bohr
MP2 minus HF dipole: -0.015 e bohr
HF dipole in 6-31G*: 2.191 e bohr
Large minus small basis dipole: -0.123 e bohr
MP2 rigid-fragment shift of R: -0.039 bohr
Dipole slope with R: -0.351 e
Dipole effect of R shift: 0.014 e bohr
```
